**Edge roughness from exposure noise and image slope**

The program tests the weak-noise law $\sigma_x=\sigma_n/|\bar E'(x_0)|$. Here $\sigma_x$ is the standard deviation of one edge position, $\sigma_n$ is the standard deviation of the blurred exposure, and $\bar E'(x_0)$ is the slope of the mean exposure at its threshold crossing. Two-dimensional quadrature checks the closed forms for the mean exposure, slope and noise of a model grating. A separate simulation draws Poisson absorption events, blurs them and solves the full threshold condition along a long line. The program asserts agreement in $\sigma_x$ within 2% at three doses, and also tests the mean edge shift, the correlation along the edge and the decrease of the remainders with dose. At 30 mJ/cm², the linear law gives 0.3266 nm and the simulated edges give 0.3274 nm. The model includes photon absorption noise and Gaussian blur, but not noise from resist chemistry, secondary-electron yield or development.

## Verification by program

```python
"""
Result under test: an edge defined by exposure = threshold has standard deviation
    sigma_x = sigma_n / |dE/dx|
for small noise, where sigma_n is the standard deviation of the blurred exposure
and dE/dx the slope of its mean, both at the mean-profile edge x0.

Exposure is measured in absorbed photons per nm^2. The absorbed density is
    rho(x) = rho0 * (1 + modulation*cos(k*x)),   k = 2*pi/pitch,
arrivals are independent (Poisson), and a normalized two-dimensional Gaussian of
standard deviation blur on each axis smooths them. Lengths are in nm.
The simulation finds edges by solving the full nonlinear threshold condition.
Displacements are positive away from the centre of the bright line.
"""
import numpy as np
from scipy import constants
from scipy.integrate import dblquad

pitch = 32.0
modulation = 0.8
blur = 3.0
wavelength = 13.5
absorbed_fraction = 0.2
threshold_ratio = 0.8
k = 2 * np.pi / pitch
photon_energy = constants.h * constants.c / (wavelength * 1e-9)


def absorbed_density(dose):
    """Mean absorbed photons per nm^2 for an incident dose in mJ/cm^2."""
    joule_per_nm2 = dose * 10.0 * 1e-18
    return absorbed_fraction * joule_per_nm2 / photon_energy


def theory(dose):
    """Closed-form image, noise and edge statistics."""
    rho0 = absorbed_density(dose)
    blurred_mod = modulation * np.exp(-(k * blur) ** 2 / 2)
    noise_mod = modulation * np.exp(-(k * blur) ** 2 / 4)
    x0 = np.arccos((threshold_ratio - 1) / blurred_mod) / k
    slope = -rho0 * blurred_mod * k * np.sin(k * x0)
    curvature = -rho0 * blurred_mod * k**2 * np.cos(k * x0)
    prefactor = rho0 / (4 * np.pi * blur**2)
    variance = prefactor * (1 + noise_mod * np.cos(k * x0))
    variance_slope = -prefactor * noise_mod * k * np.sin(k * x0)
    sigma_n = np.sqrt(variance)
    sigma_x = sigma_n / abs(slope)
    shift = (variance_slope / (2 * slope**2)
             - curvature * variance / (2 * slope**3))
    return dict(rho0=rho0, threshold=threshold_ratio * rho0, x0=x0,
                slope=slope, curvature=curvature, sigma_n=sigma_n,
                sigma_x=sigma_x, shift=shift, blurred_mod=blurred_mod,
                epsilon=sigma_x / (np.sqrt(2) * blur))


def kernel_integral(rho0, x, power):
    """Integral of kernel**power times absorbed density, by quadrature."""
    def integrand(v, u):
        kernel = (np.exp(-(u * u + v * v) / (2 * blur**2))
                  / (2 * np.pi * blur**2))
        return kernel**power * rho0 * (1 + modulation * np.cos(k * (x - u)))
    reach = 8 * blur
    return dblquad(integrand, -reach, reach, -reach, reach,
                   epsabs=1e-10, epsrel=1e-10)[0]


# Cells are 1 nm wide; the blur suppresses all sampling errors far below 1e-9.
nx = int(pitch)
ny = 2**17
highest_mode = 12


def profile(modes, x):
    """Blurred exposure and its x derivative, one position x per row."""
    value = modes[0].real.copy()
    derivative = np.zeros_like(value)
    phase_step = np.exp(1j * k * x)
    phase = np.ones_like(phase_step)
    for j in range(1, highest_mode + 1):
        phase = phase * phase_step
        term = 2 * modes[j] * phase
        value += term.real
        derivative -= j * k * term.imag
    return value, derivative


def simulate(dose, seed):
    """Poisson arrivals, blur, and exact edges on both sides of a long line."""
    t = theory(dose)
    rng = np.random.default_rng(seed)
    mean_counts = t["rho0"] * (1 + modulation * np.cos(k * np.arange(nx)))
    counts = rng.poisson(mean_counts, size=(ny, nx))
    spectrum = np.fft.rfft2(counts)[:, :highest_mode + 1]
    kx = k * np.arange(highest_mode + 1)
    ky = 2 * np.pi * np.fft.fftfreq(ny)
    spectrum = spectrum * np.exp(-(blur * kx) ** 2 / 2)[None, :]
    spectrum *= np.exp(-(blur * ky) ** 2 / 2)[:, None]
    right = np.fft.ifft(spectrum, axis=0).T / nx
    # Complex conjugation mirrors x, so the left edge becomes a right edge.
    modes = np.concatenate([right, right.conj()], axis=1)
    x = np.full(2 * ny, t["x0"])
    value0, derivative0 = profile(modes, x)
    noise = value0 - t["threshold"]
    noise_slope = derivative0 - t["slope"]
    for _ in range(10):
        value, derivative = profile(modes, x)
        x -= np.clip((value - t["threshold"]) / derivative, -2, 2)
    value, derivative = profile(modes, x)
    assert np.max(np.abs(value - t["threshold"])) < 1e-8 * t["rho0"]
    assert np.all(derivative < 0)
    displacement = x - t["x0"]
    assert np.max(np.abs(displacement)) < 6
    first = -noise / t["slope"]
    second = -(t["curvature"] * first**2 / 2
               + noise_slope * first) / t["slope"]
    rest1 = displacement - first
    rest2 = rest1 - second
    lag = int(2 * blur)
    pairs = displacement.reshape(2, ny)
    pairs = pairs - pairs.mean()
    correlation = np.mean(pairs * np.roll(pairs, lag, axis=1)) / pairs.var()
    # The first-order term has zero ensemble mean; removing it cuts the scatter.
    return dict(sigma_x=displacement.std(), sigma_n=noise.std(),
                epsilon=noise_slope.std() / abs(t["slope"]),
                shift=rest1.mean(), rest1=np.sqrt(np.mean(rest1**2)),
                rest2=np.sqrt(np.mean(rest2**2)), correlation=correlation)


base_dose = 30.0
doses = [15.0, base_dose, 120.0]
th = {d: theory(d) for d in doses}
sim = {d: simulate(d, 100 + i) for i, d in enumerate(doses)}
b, q = th[base_dose], sim[base_dose]

# Image, slope and noise from their integral definitions.
mean_quad = kernel_integral(b["rho0"], b["x0"], 1)
h = 0.02
slope_quad = (kernel_integral(b["rho0"], b["x0"] + h, 1)
              - kernel_integral(b["rho0"], b["x0"] - h, 1)) / (2 * h)
sigma_quad = np.sqrt(kernel_integral(b["rho0"], b["x0"], 2))
assert abs(mean_quad / b["threshold"] - 1) < 1e-7
assert abs(slope_quad / b["slope"] - 1) < 1e-5
assert abs(sigma_quad / b["sigma_n"] - 1) < 1e-7

# Simulated noise and exact edges; tolerances cover finite sampling
# and the small higher-order terms.
for d in doses:
    assert abs(sim[d]["sigma_n"] / th[d]["sigma_n"] - 1) < 0.02
    assert abs(sim[d]["sigma_x"] / th[d]["sigma_x"] - 1) < 0.02
    assert abs(sim[d]["epsilon"] / th[d]["epsilon"] - 1) < 0.04
for d in (base_dose, 120.0):
    assert abs(sim[d]["shift"] / th[d]["shift"] - 1) < 0.12
correlation_theory = np.exp(-(2 * blur) ** 2 / (4 * blur**2))
assert abs(q["correlation"] - correlation_theory) < 0.03

# Powers of dose with which roughness and the two remainders decrease.
log_dose = np.log(120.0 / base_dose)
power = {name: np.log(q[name] / sim[120.0][name]) / log_dose
         for name in ("sigma_x", "rest1", "rest2")}
assert abs(power["sigma_x"] - 0.5) < 0.02
assert abs(power["rest1"] - 1.0) < 0.10
assert abs(power["rest2"] - 1.5) < 0.15

log_slope = abs(b["slope"]) / b["threshold"]
relative_noise = b["sigma_n"] / b["threshold"]
print(f"pitch: {pitch:.0f} nm")
print(f"image modulation before blur: {modulation:.1f}")
print(f"blur standard deviation: {blur:.0f} nm")
print(f"wavelength: {wavelength:.1f} nm")
print(f"incident dose: {base_dose:.0f} mJ/cm^2")
print(f"absorbed fraction: {absorbed_fraction:.1f}")
print(f"threshold / mean absorbed density: {threshold_ratio:.1f}")
print(f"photon energy: {photon_energy:.4e} J")
print(f"mean absorbed density rho0: {b['rho0']:.4f} photons/nm^2")
print(f"threshold: {b['threshold']:.4f} photons/nm^2")
print(f"wave number k: {k:.5f} 1/nm")
print(f"image modulation after blur: {b['blurred_mod']:.4f}")
print(f"mean-profile edge x0: {b['x0']:.4f} nm")
print(f"image slope, formula: {b['slope']:.5f} photons/nm^3")
print(f"image slope, quadrature: {slope_quad:.5f} photons/nm^3")
print(f"image curvature: {b['curvature']:.5f} photons/nm^4")
print(f"local noise, formula: {b['sigma_n']:.5f} photons/nm^2")
print(f"local noise, quadrature: {sigma_quad:.5f} photons/nm^2")
print(f"local noise, simulation: {q['sigma_n']:.5f} photons/nm^2")
print(f"relative noise: {relative_noise:.5f} (no unit)")
print(f"logarithmic slope magnitude: {log_slope:.5f} 1/nm")
print(f"sigma_x, linear law: {b['sigma_x']:.4f} nm")
print(f"sigma_x, linear law: {10 * b['sigma_x']:.3f} angstrom")
print(f"sigma_x, simulated exact edges: {q['sigma_x']:.4f} nm")
print(f"noise-slope ratio, estimate: {b['epsilon']:.4f} (no unit)")
print(f"noise-slope ratio, simulation: {q['epsilon']:.4f} (no unit)")
print(f"mean outward shift, formula: {b['shift']:.5f} nm")
print(f"mean outward shift, simulation: {q['shift']:.5f} nm")
print(f"rms remainder after first order: {q['rest1']:.5f} nm")
print(f"rms remainder after second order: {q['rest2']:.5f} nm")
print(f"simulated line length: {ny} nm, two edges")
print(f"correlation lag: {2 * blur:.0f} nm")
print(f"edge correlation, formula: {correlation_theory:.4f} (no unit)")
print(f"edge correlation, simulation: {q['correlation']:.4f} (no unit)")
for d in (15.0, 120.0):
    print(f"dose {d:.0f} mJ/cm^2: sigma_x linear {th[d]['sigma_x']:.4f} nm, "
          f"simulated {sim[d]['sigma_x']:.4f} nm")
print(f"inverse-dose power, sigma_x: {power['sigma_x']:.3f}")
print(f"inverse-dose power, first-order remainder: {power['rest1']:.3f}")
print(f"inverse-dose power, second-order remainder: {power['rest2']:.3f}")
print("success")
```

Printed output:

```
pitch: 32 nm
image modulation before blur: 0.8
blur standard deviation: 3 nm
wavelength: 13.5 nm
incident dose: 30 mJ/cm^2
absorbed fraction: 0.2
threshold / mean absorbed density: 0.8
photon energy: 1.4714e-17 J
mean absorbed density rho0: 4.0776 photons/nm^2
threshold: 3.2621 photons/nm^2
wave number k: 0.19635 1/nm
image modulation after blur: 0.6726
mean-profile edge x0: 9.5377 nm
image slope, formula: -0.51414 photons/nm^3
image slope, quadrature: -0.51414 photons/nm^3
image curvature: 0.03144 photons/nm^4
local noise, formula: 0.16790 photons/nm^2
local noise, quadrature: 0.16790 photons/nm^2
local noise, simulation: 0.16809 photons/nm^2
relative noise: 0.05147 (no unit)
logarithmic slope magnitude: 0.15761 1/nm
sigma_x, linear law: 0.3266 nm
sigma_x, linear law: 3.266 angstrom
sigma_x, simulated exact edges: 0.3274 nm
noise-slope ratio, estimate: 0.0770 (no unit)
noise-slope ratio, simulation: 0.0787 (no unit)
mean outward shift, formula: -0.00612 nm
mean outward shift, simulation: -0.00610 nm
rms remainder after first order: 0.02633 nm
rms remainder after second order: 0.00428 nm
simulated line length: 131072 nm, two edges
correlation lag: 6 nm
edge correlation, formula: 0.3679 (no unit)
edge correlation, simulation: 0.3636 (no unit)
dose 15 mJ/cm^2: sigma_x linear 0.4618 nm, simulated 0.4634 nm
dose 120 mJ/cm^2: sigma_x linear 0.1633 nm, simulated 0.1632 nm
inverse-dose power, sigma_x: 0.502
inverse-dose power, first-order remainder: 1.007
inverse-dose power, second-order remainder: 1.485
success
```
